\section*{Exchange fraction and polaron formation in a one-dimensional chain model, part 2}

We ask at which exchange fraction $\alpha$ of a hybrid functional one excess electron forms a polaron on a periodic ring of $L$ sites. Energies are in eV, displacements in \AA, lengths in lattice spacings. The normalized real orbital $\psi$ has occupation $N$ and density $n_i=N\psi_i^2$; $u_i$ are classical lattice displacements and $p_i$ is the electronic polarization potential. The functional is
\begin{align}
E={}&N\langle\psi|h|\psi\rangle-g\sum_iu_in_i+\frac K2\sum_iu_i^2 \nonumber\\
&+\frac U2(1-\alpha)\sum_in_i^2+\sum_i\Big[\frac{p_i^2}{2S}-p_in_i\Big],
\label{eq:full}
\end{align}
with $(h\psi)_i=-t(\psi_{i+1}+\psi_{i-1})$ and $S=U(1-1/\epsilon)$. Write $T=\langle\psi|h|\psi\rangle$ and $P=\sum_i\psi_i^4$; $1/P$ counts occupied sites.

Eliminating $p_i$ leaves $\frac C2\sum_in_i^2$, $C=U(\alpha_0-\alpha)$, $\alpha_0=1/\epsilon$. With the lattice frozen, $E(N)$ is convex for $C>0$, concave for $C<0$, and $E(1)-E(0)-\varepsilon_0(1)=-\frac12CP$ (non-Koopmans error), where $\varepsilon_0=dE/dN$ is the orbital energy.

The reference ("exact") case is $C=0$. For polarization oscillators of energy $\omega\gg S,t$, the exact polarization energy is $-S/2$ for every orbital, whereas a product state gives $-\frac S2\sum_in_i^2$. A two-site dimer with one site lowered tested this; $e_0$ is its lowest energy without polarization.

Relaxing the lattice, $u_i=gn_i/K$, gives at $N=1$, with $E_p=g^2/2K$,
\begin{equation}
E=T-\Lambda P,\qquad \Lambda=E_p-\frac C2=E_p+\frac U2(\alpha-\alpha_0),
\label{eq:red}
\end{equation}
Its minimum energy $E^*$ obeys $dE^*/d\Lambda=-P$, and $P$ of the minimizer never decreases with $\alpha$. Scaling suggests a binding energy of order $\Lambda^2/t$ on the infinite chain for small $\Lambda>0$.

Example: $t=0.5$~eV, $g=2$~eV/\AA, $K=5$~eV/\AA$^2$, $U=4$~eV, $\epsilon=4$, $L=20$; hence $S=3$~eV, $\alpha_0=0.25$, $E_p=0.4$~eV. The program's output is printed at the end.

\section{Kinetic energy against $\Lambda$: the infinite chain}

Normalization gives $T+2t=t\sum_i(\psi_{i+1}-\psi_i)^2\ge0$, and the Cauchy--Schwarz inequality $1=(\sum\psi_i^2)^2\le LP$ gives $P\ge1/L$. The uniform state saturates both, with $E_{\rm u}=-2t-\Lambda/L$. For $\Lambda\le0$ it minimizes both terms of \eqref{eq:red}, and there is no polaron.

For $\Lambda>0$ take the trial state $\psi_j=As^{|j|}$, $A^2=(1-s^2)/(1+s^2)$. Geometric sums give $\sum\psi_j\psi_{j+1}=2A^2s/(1-s^2)=2s/(1+s^2)$ and $P=A^4(1+s^4)/(1-s^4)$, so
\begin{equation}
T+2t=\frac{2t(1-s)^2}{1+s^2},\qquad P=\frac{(1-s^2)(1+s^4)}{(1+s^2)^3}.
\end{equation}
With $s=1-\delta$ and $\delta\to0$, $E+2t\to t\delta^2-\Lambda\delta/2$, negative for small enough $\delta$. Hence $E^*<-2t$ by a finite amount, and $E^*\ge-2t-\Lambda P$ implies $P\ge(-2t-E^*)/\Lambda>0$: the ground state is localized. The critical fraction follows from $\Lambda=0$:
\begin{equation}
\alpha_c(\infty)=\alpha_0-\frac{2E_p}{U}=0.25-\frac{0.8}{4}=0.05 .
\end{equation}
It lies below $\alpha_0$. Between the two the functional is convex and keeps a polaron that is too wide. If $2E_p/U>\alpha_0$, every $\alpha\ge0$ traps.

\subsection*{Weak coupling}
For $\Lambda\ll t$, $E+2t=\int[t\psi'^2-\Lambda\psi^4]dx$, with Euler equation $-t\psi''-2\Lambda\psi^3=\mu\psi$. Its first integral for a decaying solution, $t\psi'^2=-\mu\psi^2-\Lambda\psi^4$, fixes the positive solution up to translation. Using $(\mathrm{sech}\,\kappa x)''=\kappa^2(\mathrm{sech}-2\,\mathrm{sech}^3)$, the form $\psi=A\,\mathrm{sech}\,\kappa x$ solves the equation if $\mu=-t\kappa^2$ and $t\kappa^2=\Lambda A^2$. The substitution $y=\tanh x$ gives $\int\mathrm{sech}^{2m}x\,dx=\int_{-1}^1(1-y^2)^{m-1}dy=2,\ \frac43,\ \frac{16}{15}$ for $m=1,2,3$. Normalization gives $A^2=\kappa/2$, so $\kappa=\Lambda/2t$. Then $P=\frac43A^4/\kappa=\kappa/3$, the kinetic energy is $tA^2\kappa(2-\frac43)=t\kappa^2/3$, and $E+2t=t\kappa^2/3-2t\kappa^2/3=-\Lambda^2/12t$, as the scaling argument required.

The lattice dispersion is $2t(1-\cos k)=t(k^2-k^4/12+\dots)$, so the first correction is $-\frac t{12}\int\psi''^2dx$, evaluated on the unperturbed orbital. Here $\int\psi''^2dx=A^2\kappa^3(2-\frac{16}3+\frac{64}{15})=\frac{14}{15}A^2\kappa^3=\frac7{15}\kappa^4$. (Replacing sums of these smooth functions by integrals costs only terms exponentially small in $1/\kappa$, by Poisson summation.) The correction is $-7t\kappa^4/180$; dividing by $-t\kappa^2/3$, and obtaining $P$ from $-dE^*/d\Lambda$, where the $\Lambda^4$ term gains a factor 4 against 2,
\begin{equation}
E^*+2t=-\frac{\Lambda^2}{12t}\Big(1+\frac{7\kappa^2}{60}\Big),\qquad P=\frac{\Lambda}{6t}\Big(1+\frac{7\kappa^2}{30}\Big).
\label{eq:weak}
\end{equation}
On a ring of 300 sites at $\alpha=0.10$ ($\Lambda=0.1$~eV, $\kappa=0.1$) this predicts $-0.001667\times1.0012=-0.001669$~eV and $1/P=30/1.0023=29.93$, equal to the computed values. At $\alpha=0.15$ it gives $-0.006698$~eV and $14.86$, again as computed. The program asserts the energy correction to within 10\% of $7\kappa^2/60$, and $P$ to within a relative $0.3\kappa^2$ of $\Lambda/6t$.

\subsection*{Strong coupling}
For $\Lambda\gg t$ let the amplitudes be $\psi_0$, $a$ on the two neighbours and $b$ on the next two, with $a=O(t/\Lambda)$ and $b=O(a^2)$. Then $\psi_0^2=1-2a^2-2b^2$, $\psi_0=1-a^2+O(a^4)$, $T=-4t(\psi_0a+ab)$ and $P=\psi_0^4+2a^4=1-4a^2-4b^2+6a^4$, so
\begin{equation}
E=-\Lambda+(4\Lambda a^2-4ta)+(4ta^3-4tab+4\Lambda b^2-6\Lambda a^4).
\end{equation}
The first bracket is minimal at $a=t/2\Lambda$ with value $-t^2/\Lambda$; corrections to $a$ enter only at sixth order. The second is minimal at $b=ta/2\Lambda=a^2$, and with $t=2\Lambda a$ it equals $(8-8+4-6)\Lambda a^4=-t^4/8\Lambda^3$. The coefficient is tested at $\Lambda=10$~eV to 5\%. At $\alpha=1$, $\Lambda=1.9$~eV, the series gives $-1.9-0.13158-0.00114=-2.03272$~eV against $-2.03276$~eV computed.

\section{The finite ring}

Perturb the uniform state: $\psi_j\propto\varphi_j=1+ac_1+bc_2$ with $c_m=\cos m\theta_j$, $\theta_j=2\pi j/L$ and $b=O(a^2)$. Each $c_m$ is an eigenvector of $h+2t$ with eigenvalue $\Delta_m=2t(1-\cos\frac{2\pi m}L)=4t\sin^2\frac{m\pi}L$. Site averages $\langle\cos m\theta\rangle$ vanish unless $L$ divides $m$. Through order $a^4$ only $m\le4$ occurs, so for $L\ge5$ the averages are those of a circle, the phase of the first harmonic is free, and higher harmonics, driven at order $a^3$, do not contribute. With $x=ac_1+bc_2$, $\langle x\rangle=0$, $\langle x^2\rangle=(a^2+b^2)/2$, $\langle x^3\rangle=3a^2b\langle c_1^2c_2\rangle=3a^2b/4$ and $\langle x^4\rangle=3a^4/8$. Define $M=\langle\varphi^2\rangle$ and $Q=\langle\varphi^4\rangle=1+6\langle x^2\rangle+4\langle x^3\rangle+\langle x^4\rangle$, so that $LP=Q/M^2$:
\begin{align}
M&=1+\tfrac12a^2+\tfrac12b^2,\qquad M^{-2}=1-a^2-b^2+\tfrac34a^4,\\
Q&=1+3a^2+3b^2+3a^2b+\tfrac38a^4,\\
LP&=1+2a^2+2b^2+3a^2b+\big(\tfrac38-3+\tfrac34\big)a^4,\\
T+2t&=\frac{\Delta_1a^2+\Delta_2b^2}{2M}=\tfrac12\Delta_1a^2-\tfrac14\Delta_1a^4+\tfrac12\Delta_2b^2 .
\end{align}
With $\lambda=\Lambda/L$,
\begin{equation}
E-E_{\rm u}=\Big(\frac{\Delta_1}2-2\lambda\Big)a^2+\Big(\frac{15\lambda}8-\frac{\Delta_1}4\Big)a^4+\Big(\frac{\Delta_2}2-2\lambda\Big)b^2-3\lambda a^2b .
\end{equation}
Harmonic $m$ has quadratic coefficient $\Delta_m/2-2\lambda$ (twice that for $m=L/2$), so the longest wave softens first, at $\lambda_c=\Delta_1/4$. The $a^2$ term needs only $\langle c_1^2\rangle=\frac12$ and holds for $L\ge3$. Therefore
\begin{equation}
\Lambda_c=Lt\sin^2\frac\pi L,\qquad \alpha_c(L)=\alpha_0-\frac{2E_p}U+\frac{2Lt}U\sin^2\frac\pi L ,
\label{eq:ac}
\end{equation}
and for large $L$ the last term tends to $2\pi^2t/UL$. For $L=20$, $\Delta_1=0.04894$~eV, $\Lambda_c=20\times0.04894/4=0.2447$~eV and $\alpha_c=0.05+2\times0.2447/4=0.172$. The program locates the zero of the lowest Hessian eigenvalue of the unreduced functional \eqref{eq:full} at the uniform state and finds agreement with \eqref{eq:ac} to $10^{-6}$ for six ring sizes, among them $\alpha_c=0.425$, $0.251$, $0.172$, $0.112$ for $L=6,12,20,40$.

At $\lambda_c$ the $a^4$ coefficient is $\frac{15}{32}\Delta_1-\frac8{32}\Delta_1=\frac7{32}\Delta_1$ and the $b^2$ coefficient is $(\Delta_2-\Delta_1)/2$. Minimizing over $b$ gives $b=3\lambda_ca^2/(\Delta_2-\Delta_1)$ and lowers the energy by $9\lambda_c^2a^4/2(\Delta_2-\Delta_1)$. The net quartic coefficient is
\begin{equation}
B=\frac{\Delta_1}{32}\Big[7-\frac{9\Delta_1}{\Delta_2-\Delta_1}\Big].
\end{equation}
Since $\Delta_2/\Delta_1=4\cos^2(\pi/L)$, $B>0$ when $\cos^2(\pi/L)>4/7$, which holds for all $L\ge5$. Above threshold $a^2=(2\lambda-\Delta_1/2)/2B$, with $2\lambda-\Delta_1/2=U(\alpha-\alpha_c)/L$, so to leading order
\begin{equation}
LP-1=2a^2=\frac{U}{LB}(\alpha-\alpha_c).
\end{equation}
For $L=20$, $\Delta_2=0.19098$~eV gives $B=0.001529\times(7-3.101)=0.00596$~eV and slope $4/(20\times0.005963)=33.5$, matched by the extrapolated numerical slope (asserted to a relative $10^{-3}$). At $\alpha_c+0.002$ the linear law gives $LP=1.067$ and the minimization $1.066$.

Equation \eqref{eq:ac} is the point of local instability. It is an upper bound on the fraction at which the ground state localizes, and equals it only if no distant minimum drops below $E_{\rm u}$ earlier. For $L=4$ the averages change to $\langle c_2^2\rangle=1$, $\langle c_1^2c_2\rangle=\langle c_1^4\rangle=\frac12$, so $LP=1+2a^2+4b^2+6a^2b-\frac74a^4$ and $T+2t=ta^2-\frac t2a^4+4tb^2$. At $\lambda_c=t/2$ the quartic terms are $\frac38ta^4+2tb^2-3ta^2b$, and eliminating $b$ gives $B=\frac38t-\frac98t<0$: the onset is discontinuous. For $L=5$, $B>0$, yet minimization at $\alpha_c-0.002$ finds a localized state with $LP=2.54$ (and $2.56$ for $L=4$); the program does not compare its energy with $E_{\rm u}$, but for $L=5$ the trial state $\psi^2=(0.69,\,0.13,\,0.025,\,0.025,\,0.13)$ has $T=-0.738$~eV and $P=0.511$, so at $\Lambda=0.860$~eV it gives $E=-1.177$~eV, below $E_{\rm u}=-1.172$~eV, and the onset is discontinuous there too. The fraction at which these jumps occur was not located. For $L=6,12,20,40$, minimization from three localized starts at $\alpha_c-0.002$ returns the uniform state. If that state is the global minimum, monotonicity of $P$ makes it so for all smaller $\alpha$. This is numerical evidence for a continuous onset at $L\ge6$, not a proof. A continuous onset need not be gradual: for $L=6$, $LP$ rises by about $0.8$ between $\alpha=0.435$ and $0.440$, some eight times what the linear law gives, and whether this steep rise hides a jump is left open.

\section{Weighing the terms}

The relaxed ground states on the 20-site ring are as follows; reduced and unreduced minimizations agree to $10^{-6}$~eV.
\begin{center}
\begin{tabular}{ccccc}
$\alpha$ & $\Lambda$/eV & $1/P$ & $u_{\max}$/\AA & $(E-E_{\rm u})$/eV\\
0 & $-0.1$ & 20 & 0.020 & 0\\
0.10 & $+0.1$ & 20 & 0.020 & 0\\
0.25 & $+0.4$ & 7.4 & 0.083 & $-0.0074$\\
0.50 & $+0.9$ & 1.6 & 0.316 & $-0.146$\\
1 & $+1.9$ & 1.1 & 0.385 & $-0.938$
\end{tabular}
\end{center}
The first two rows are uniform, with $u=g/KL=0.020$~\AA, for different reasons. At $\alpha=0$ the convex term $C/2=0.5$~eV outweighs $E_p=0.4$~eV and no ring size gives a polaron. At $\alpha=0.10$ the functional has a polaron of about 30 sites, which this ring cannot hold because $0.1<0.2447$~eV.

At $\alpha_0$ the polaron lies $0.0274$~eV below the band bottom $-2t$. The uniform state on the ring has itself gained $\Lambda/L=0.0200$~eV, so the gain over it is $0.0274-0.0200=0.0074$~eV ($0.715$~kJ/mol). Equation \eqref{eq:weak} with $\kappa=0.4$ gives $-0.02667\times1.019=-0.0272$~eV, about 1\% smaller in magnitude than the computed value, and $P=0.138$, above the computed $0.136$. On a long chain the same $\Lambda$ gives $-0.0272$~eV and $P=0.139$, so the differences come mainly from the overlap of the tails around the ring: it lowers the energy by $0.0002$~eV and $P$ by $0.003$, while higher orders in $\kappa$ lower the energy by only $0.00005$~eV and raise $P$ by less than $0.001$. The ring can suppress even the exact polaron: $\Lambda_c<E_p$ first holds at $L=13$ ($0.372$~eV), and at $L=12$ ($0.402$~eV) the ground state at $\alpha_0$ is uniform (both tested). In a cell that small, raising $\alpha$ until a polaron appears necessarily crosses into the concave range.

On the concave side the spurious part dominates quickly. At $\alpha=0.5$ it contributes $0.5$ of the $0.9$~eV in $\Lambda$, and the gain over the uniform state is $0.146/0.0074\approx20$ times the exact one. Much of this factor belongs to the ring, whose uniform state has already gained $\Lambda/L$; measured from the band bottom the ratio is $(0.146+0.045)/0.0274\approx7$. At $\alpha=1$ the mechanism of the dimer is explicit: the exact polarization energy $-S/2=-1.5$~eV is the same for all states, whereas the product state obtains $-SP/2$, that is $-1.5\times0.929=-1.39$~eV when localized and $-1.5\times0.05=-0.075$~eV when uniform. The lattice is not needed for this. With $u=0$ held fixed, $\Lambda=-C/2$, and \eqref{eq:ac} with $E_p=0$ gives trapping above $\alpha_0+2\Lambda_c/U=0.25+0.122=0.372$ for $L=20$ (tested on both sides), and above $\alpha_0$ on the infinite chain. In the reference problem $C=0$ this cannot happen, since the nondegenerate ground state of $h$ is the uniform one.

\section{Where the result changes}

The absence of a threshold on the infinite system depends on the power of $\ell$. A local quadratic term scales as $\ell^{-d}$ in $d$ dimensions. For $d=3$ the kinetic cost $t/\ell^2$ wins at large $\ell$, so the extended state stays locally stable, a barrier separates it from the small polaron, and trapping needs $\Lambda$ of the order of the half bandwidth. The definition of $C$, the curvature theorems and the monotonicity of $P$ do not use $d=1$ and survive. A long-range Coulomb kernel gives a self-energy proportional to $1/\ell$ in two and three dimensions (and to $\ln\ell/\ell$ on a chain); the screening and the semilocal term then depend on wavelength, and a single $\alpha$ need not cancel the curvature for orbitals of all sizes as it does in this on-site model.

The lattice was classical. With quantum phonons the eigenstates carry crystal momentum, and the statements above describe the adiabatic energy surface only. Whether a carrier stays near one of its minima depends on the phonon energy and on the barrier between equivalent minima, not on the binding energy alone; this was not examined here. In the continuum limit behind \eqref{eq:weak} the energy does not depend on where the polaron is centred, so a wide polaron has almost no such barrier although it is bound. The identification $\alpha_0=1/\epsilon$ requires the opposite limit for the electronic polarization, $\omega\gg S,t$; at finite $\omega$ the leading change is the narrowing $t\to te^{-S/2\omega}$, which the functional \eqref{eq:full} does not contain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
inputs: t=0.5 eV, g=2.0 eV/A, K=5.0 eV/A^2, U=4.0 eV, eps=4.0, L=20
S=3.000 eV, Ep=0.400 eV, alpha0=0.250, alpha_c(inf)=0.050
dimer bias=0.2 eV: n1 bare=0.5981, exact(omega=400 eV)=0.5984, product=0.9751
dimer E+S/2-e0: 0.00364 eV (omega=200 eV), 0.00183 eV (omega=400 eV)
relaxed: alpha, C/eV, Lam/eV, P, 1/P/sites, u_max/A, E-E_uniform/eV
  0.00 +1.00 -0.10 0.0500 20.00 0.0200 +0.00000
  0.10 +0.60 +0.10 0.0500 20.00 0.0200 -0.00000
  0.25 +0.00 +0.40 0.1358 7.36 0.0826 -0.00741
  0.50 -1.00 +0.90 0.6407 1.56 0.3156 -0.14580
  1.00 -3.00 +1.90 0.9288 1.08 0.3854 -0.93776
alpha0: dE/dalpha=-0.27160 eV, -U P/2=-0.27160 eV
alpha0: E+2t=-0.02741 eV, continuum=-0.02667 eV, kappa=0.400
alpha0: E-E_uniform=-0.00741 eV = -0.715 kJ/mol
frozen: alpha, E''(N=0.5)/eV, E(0.5)-chord/eV, eps0(1)/eV, P, nonKoopmans/eV
  0.00 +0.0797 -0.01038 -0.9957 0.0729 -0.03647
  0.10 +0.0595 -0.00750 -1.0212 0.0901 -0.02703
  0.25 +0.0000 -0.00000 -1.0817 0.1358 +0.00000
  0.50 -0.2100 +0.02681 -1.3014 0.2529 +0.12644
  1.00 -3.0971 +0.28557 -3.1622 0.8863 +1.32950
tuned alpha from E(1)-E(0)=eps0: 0.250000
uniform, alpha=0: E''=0.0500 eV; relaxed lattice, alpha0, N=0.9: E''=-0.1607 eV
ring: L, Lam_c/eV, alpha_c formula, alpha_c Hessian, LP at alpha_c -/+ 0.002
  4 1.0000 0.55000 0.55000 2.5567 2.5924
  5 0.8637 0.48186 0.48186 2.5366 2.6284
  6 0.7500 0.42500 0.42500 1.0000 1.0358
  12 0.4019 0.25096 0.25096 1.0000 1.0425
  20 0.2447 0.17236 0.17236 1.0000 1.0659
  40 0.1231 0.11156 0.11156 1.0000 1.1262
L=20: Delta1=0.04894 eV, Delta2=0.19098 eV, B=0.005963 eV
L=20: d(LP)/dalpha numeric=33.539, U/(LB)=33.539
smallest ring with polaron at alpha0: L=13, Lam_c=0.3723 eV
rigid undistorted lattice self-traps above alpha=0.3724 (L=20)
L=300 alpha=0.10: E+2t=-0.001669 eV, continuum=-0.001667 eV, 1/P=29.93
L=300 alpha=0.15: E+2t=-0.006698 eV, continuum=-0.006667 eV, 1/P=14.86
alpha=1: E=-2.03276 eV, series=-2.03272 eV
\end{verbatim}
